# Differential capacitance of constant-potential electrodes from sampled or minimised charges

## A variance that is forty times too small

Two copper atomic planes, 0.9 nm apart, enclose eight water-like dipoles at 300 K. The electrode charges are chosen at every dipole configuration to minimise the energy. At zero voltage, the variance of the left electrode charge, divided by thermal energy and cell area, is 0.0253 µF/cm². Yet the slope of the mean charge against voltage is 1.0019 µF/cm². Both numbers come from a sum over all 1,679,616 configurations of the model, so poor sampling is not the reason.

The difference is 0.9766 µF/cm², which matches, to rounding, the capacitance of the same planes with nothing between them, 0.9767 µF/cm². I want to know why that term is absent from the variance, and whether it is absent from anything else.

## One charge first

Let the left electrode carry charge $Q$ and the right one $-Q$. The right electrode is at potential zero and a battery holds the left one at $V$. Moving $Q$ from right to left takes work $VQ$ out of the battery, so the energy of capacitor plus battery contains $-VQ$. With $r$ denoting the fluid configuration,

$$W(r,Q;V)=U_0(r)+Q\varphi(r)+\frac{Q^2}{2C_0}-VQ .$$

Here $U_0$ is the fluid energy without electrode charges, $\varphi$ is the potential difference, left minus right, made by the fluid, and $C_0$ is the empty capacitance. Setting $\partial W/\partial Q=0$ gives

$$Q^*=C_0(V-\varphi)=C_0V+m(r),\qquad m=-C_0\varphi .$$

**Limit 1: no fluid.** Then $m=0$ and $Q^*=C_0V$. The minimised charge has no variance at all, but its slope is $C_0$. If $Q$ is instead sampled thermally, with $\beta=1/k_BT$, its weight is

$$e^{-\beta(Q^2/2C_0-VQ)}\propto e^{-\beta(Q-C_0V)^2/2C_0}.$$

This Gaussian has mean $C_0V$ and variance $k_BTC_0$. Its variance over $k_BT$ is $C_0$, equal to the slope. The missing term is already visible: minimisation removes the thermal motion of the charge about its optimum, and leaves the optimum free to follow $V$.

**Limit 2: a fluid with two states.** Let $m=\pm m_0$, with equal $U_0$. Substituting $Q^*$ into $W$ gives

$$W_{\min}=U_0-\tfrac12C_0(V-\varphi)^2
=U_0-\tfrac12C_0V^2-Vm-\frac{m^2}{2C_0}.$$

Since $m^2=m_0^2$ in both states, their relative weights are $e^{\pm\beta m_0V}$. Therefore

$$\langle Q^*\rangle=C_0V+m_0\tanh(\beta m_0V),$$
$$\frac{d\langle Q^*\rangle}{dV}=C_0+\beta m_0^2\left[1-\tanh^2(\beta m_0V)\right].$$

The variance of $m$ is $\langle m^2\rangle-\langle m\rangle^2=m_0^2[1-\tanh^2(\beta m_0V)]$. The slope is thus $C_0+\beta\,\mathrm{Var}(Q^*)$. At large $|V|$ the fluid saturates and $C_0$ remains.

## Many electrode atoms

Now let $N$ fixed atoms carry charges $q_i$ with $\sum_iq_i=0$. Let $D_i=1$ on the left electrode and $0$ on the right, so that $Q=D^Tq$. The energy becomes

$$W=U_0(r)+q^T\phi(r)+\tfrac12q^TAq-VD^Tq. \tag{1}$$

The vector $\phi$ holds the fluid's potential at each atom. In Gaussian units, charges smeared with density proportional to $e^{-r^2/w^2}$ interact through $K(r)=\mathrm{erf}(r/s)/r$, where $s^2=w_1^2+w_2^2$. This gives $A_{ij}=K(r_{ij})$, with diagonal value $K(0)=2/(s\sqrt\pi)$. In a laterally periodic cell, the kernel includes all images.

For a neutral charge set, $\tfrac12q^TAq$ is the field energy $\int E^2d^3r/8\pi$, which is positive unless $q=0$. I assume for now that $A$ depends on neither $r$ nor $V$.

### The minimum

Let the $N-1$ columns of $Z$ span the neutral charge sets, and write $q=Zx$. With $b=VD-\phi$ and $G=Z^TAZ$,

$$W=U_0-b^TZx+\tfrac12x^TGx .$$

Its gradient with respect to $x$ vanishes when $Gx=Z^Tb$. The matrix $G$ is positive definite, so the minimum is unique:

$$q^*=Sb=S(VD-\phi),\qquad S=ZG^{-1}Z^T. \tag{2}$$

The condition $Z^T(Aq^*+\phi-VD)=0$ says that $Aq^*+\phi-VD$ has equal components. Each electrode is therefore an equipotential, with the left one higher by $V$.

Projecting (2) on $D$ gives

$$Q^*=C_0V+m(r),\quad C_0=D^TSD,\quad m=-D^TS\phi. \tag{3}$$

With no fluid, $\phi=0$ and $Q^*=C_0V$, which identifies $C_0$ as the empty capacitance. Adding a constant to all $D_i$ changes nothing, because $Z^T$ acting on a constant vector is zero.

### Completing the square

Write any neutral charge set as $q=q^*+Zy$. Then

$$W=U_0-b^Tq^*+\tfrac12q^{*T}Aq^*+y^TZ^T(Aq^*-b)+\tfrac12y^TGy.$$

The linear term vanishes by the minimum condition. Also,

$$SAS=ZG^{-1}(Z^TAZ)G^{-1}Z^T=S,$$

so $-b^TSb+\tfrac12b^TSASb=-\tfrac12b^TSb$. The result is

$$W=W_{\min}(r;V)+\tfrac12y^TGy,\quad
W_{\min}=U_0-\tfrac12b^TSb. \tag{4}$$

Thermal sampling of the charges integrates over $y$:

$$\int e^{-\beta y^TGy/2}\,d^{N-1}y=(2\pi k_BT)^{(N-1)/2}(\det G)^{-1/2}. \tag{5}$$

This factor is the same for every $r$. Thermally sampled charges therefore give the fluid the weight $e^{-\beta W_{\min}}$.

A simulation with minimised charges has the same equilibrium weight if it is thermostatted and moves on $W_{\min}$. It does so when the fluid forces are evaluated at $q^*$, because

$$\frac{\partial W_{\min}}{\partial r}=\left.\frac{\partial W}{\partial r}\right|_{q^*}
+\left(\frac{\partial W}{\partial q}\right)^T\frac{\partial q^*}{\partial r},$$

and the last term is zero: $\partial W/\partial q$ has equal components at the minimum, while the change of $q^*$ sums to zero. The two methods thus share the fluid distribution. They also share the mean charge, since $y$ averages to zero.

### The two fluctuation formulas

For sampled charges, let $\mathcal Z=\int e^{-\beta W}dr\,dy$. At fixed $r$ and $q$, $\partial W/\partial V=-Q$, so $\mathcal Z'/\mathcal Z=\beta\langle Q\rangle$. The quotient rule gives

$$C=\frac{d\langle Q\rangle}{dV}
=\beta\langle Q^2\rangle-\langle Q\rangle\frac{\mathcal Z'}{\mathcal Z}
=\beta\,\mathrm{Var}(Q). \tag{6}$$

For minimised charges, differentiate $W_{\min}$ using $\partial b/\partial V=D$ and the symmetry of $S$:

$$\frac{\partial W_{\min}}{\partial V}=-D^TSb=-Q^*.$$

The weight responds as before, but the averaged quantity now depends on $V$ explicitly as well:

$$C=\left\langle\frac{\partial Q^*}{\partial V}\right\rangle
+\beta\left[\langle Q^{*2}\rangle-\langle Q^*\rangle^2\right]
=C_0+\beta\,\mathrm{Var}(Q^*). \tag{7}$$

In (6) there is no explicit derivative, because $Q$ is an independent variable there.

The variances can be connected directly. In (4), an eigenmode of $G$ with stiffness $g$ has energy $gy^2/2$ and variance $k_BT/g$. The covariance of $y$ is thus $k_BTG^{-1}$, and that of $q$ at fixed $r$ is $k_BTZG^{-1}Z^T=k_BTS$. Since $Q=Q^*+D^TZy$ and $y$ averages to zero at every $r$, the cross term vanishes:

$$\mathrm{Var}(Q)=\mathrm{Var}(Q^*)+k_BTC_0. \tag{8}$$

Dividing by $k_BT$ turns (6) into (7). The empty-capacitor term is missing from the variance of minimised charges, but not from their mean charge or its slope. If the charges were sampled thermally, $C_0$ is already in their variance and must not be added again.

### Four atoms, integrated by brute force

The algebra can be tested without using (2)–(5) for the sampled side. Take two atoms on each electrode and two mobile ions of charges $+1$ and $-1$, each with four allowed heights. In reduced units, set $k_BT=0.2$ and $V=0.5$, and integrate numerically over all three independent electrode charges.

The sampled charges give a slope of 0.680829 and a variance over $k_BT$ of 0.680829. Separate constrained minimisations give the same slope, but a variance over $k_BT$ of 0.248874. The empty capacitance is 0.431956, and

$$0.248874+0.431956=0.680830,$$

which agrees with the slope to rounding. The probabilities of the 16 ion configurations also agree between the two methods to within $10^{-6}$.

## When the added term is no longer constant

Suppose the electrode atoms can move. Then $A$, $G$ and $C_0$ depend on the configuration, and the factor $(\det G)^{-1/2}$ in (5) no longer cancels. Sampling favours geometries with soft charge modes, whereas minimisation has no such factor. The two methods now describe different ensembles.

Formula (6) still holds for sampled charges, because its derivation uses only $\partial W/\partial V=-Q$. For minimised charges, the derivation of (7) gives

$$C_{\min}=\langle C_0\rangle_{\min}+\beta\,\mathrm{Var}_{\min}(Q^*), \tag{9}$$

with both averages taken in the minimised ensemble.

In the four-atom model I allow the left pair a spacing of 0.6 as well as 1.0. The narrow spacing has probability 0.5515 with sampled charges and 0.4878 with minimised charges. The ratio of the two odds is

$$\frac{0.5515/0.4485}{0.4878/0.5122}=1.291,$$

which is the ratio of the determinant factors. The slopes differ too, 0.6504 against 0.6541, and each agrees with its own fluctuation formula.

A fluid with induced dipoles leads to a similar change. If these dipoles are minimised together with the electrode charges, the derivative of the minimum energy is still $-Q^*$, because the internal variables are stationary. But $\partial Q^*/\partial V$ is then the electronic response at fixed nuclei, $C_\infty(r)$. Equation (7) becomes $C=\langle C_\infty\rangle+\beta\,\mathrm{Var}(Q^*)$, and the empty capacitance is no longer the right term to add.

## Back to the copper planes

The periodic cell has area 0.5184 nm² and eight atoms in each plane. Copper enters through a rough lattice constant of 0.36 nm. All charges have width $w=0.05$ nm. Each dipole consists of charges $\pm0.5e$ separated by 0.08 nm, which gives $\mu=0.040\,e$ nm, or 1.92 D. Its centre is fixed, in one of two layers of four, and it points along one of six axis directions. There are thus $6^8$ configurations.

The empty capacitance is 0.03160 $e$/V per cell. In µF/cm² this is

$$C_0=\frac{0.03160\times1.602\times10^{-13}\ \mu\mathrm{C/V}}
{0.5184\times10^{-14}\ \mathrm{cm^2}}\approx0.977\ \mu\mathrm{F/cm^2}.$$

In Gaussian units it is a length, 0.0455 nm per cell. The corresponding plate separation is

$$d_{\rm eff}=\frac{\text{area}}{4\pi C_0}
=\frac{0.5184}{4\pi\times0.0455}\approx0.907\ \mathrm{nm}.$$

Ideal uniform sheets would give 0.900 nm. The closeness is a near cancellation: smearing alone, on uniform sheets, would give $0.900-\sqrt2\,w/\sqrt\pi=0.860$ nm, and placing the charge on separate atoms adds 0.047 nm. The balance depends on $w$: $d_{\rm eff}$ is 0.948 nm for $w=0.04$ nm and 0.879 nm for $w=0.06$ nm.

### What the fluid term measures

Let $p=SD$ be the electrode charges of the empty capacitor at unit voltage. Since $S$ is symmetric, $m=-p^T\phi$. Writing $\phi$ as a sum over fluid charges $c_a$ and exchanging the order of summation gives

$$m=-\sum_ac_a\psi(r_a),$$

where $\psi$ is the potential that the charges $p$ make at the fluid charges. Between flat electrodes with negligible lateral corrugation, the field at unit voltage is $4\pi C_0/\text{area}=1/d_{\rm eff}$, pointing from left to right. Hence $\psi=\text{const}-z/d_{\rm eff}$. The constant drops out for a neutral fluid, leaving

$$Q^*\simeq C_0V+\frac{M_z}{d_{\rm eff}},\qquad M_z=\sum_ac_az_a. \tag{10}$$

In 20 random configurations, the largest error of (10) was $9.4\times10^{-4}$ of the full-polarisation charge $8\mu/d_{\rm eff}$; over all configurations it is $1.5\times10^{-3}$. At zero voltage $\mathrm{Var}(Q^*)$ is 1.003 times $\mathrm{Var}(M_z)/d_{\rm eff}^2$. The variance of the minimised charge therefore measures, to good accuracy, the fluctuations of the fluid dipole.

### Three voltages

| $V$ (V) | $\beta\,\mathrm{Var}(Q^*)$ | Slope $C$ | Share of $C_0$ in $C$ |
|---|---:|---:|---:|
| 0.0 | 0.025 | 1.002 | 97.5% |
| 0.5 | 0.208 | 1.185 | 82.4% |
| 1.0 | 4.145 | 5.122 | 19.1% |

Capacitances are in µF/cm². The slope was found by numerical differentiation of the mean charge. At all three voltages it agrees with (7) to within one part in $10^6$. At 1 V, for example, $4.145+0.977=5.122$.

The last column is the relative error made by using the minimised variance alone. It changes with voltage because the fluid term changes; $C_0$ is fixed. The opposite mistake also matters: adding $C_0$ to a thermally sampled variance at zero voltage would give $1.002+0.977=1.979$ µF/cm², nearly twice the correct value.

The charge noise tells the same story. At zero voltage the minimised charge has a root-mean-square value of 0.0046 $e$. Equation (8) gives for sampled charges

$$\sqrt{0.000021+0.02585\times0.03160}\;e\approx0.029\,e .$$

Most of that motion belongs to the electrodes themselves.

### Why the dipoles are so quiet

Eight independent dipoles with $\langle\cos^2\theta\rangle=1/3$ would have $\mathrm{Var}(M_z)=8\mu^2/3$. The actual variance at zero voltage is 0.41% of the value this implies through (10). Taken together, the interactions contained in $W_{\min}$ suppress the fluctuations strongly. This total does not show what each interaction does separately: in the one-charge model, the electrode term $-m^2/2C_0$ by itself favours large $|m|$.

At 330 K the total capacitance rises to 1.032 µF/cm², so the fluid part rises from 0.0253 to 0.0557. The variance itself grows by the factor $(0.0557/0.0253)(330/300)\approx2.4$. If it followed $e^{-E/k_BT}$, this would mean

$$E=\frac{k_B\ln2.42}{1/300\,\mathrm K-1/330\,\mathrm K}\approx0.25\ \mathrm{eV},$$

or about ten times the thermal energy at 300 K. The list of configurations shows the reason. In the lowest state the two dipoles of each column point the same way along $z$, and the columns alternate up and down in a checkerboard, so $M_z=0$. This state and its reverse carry 54% of the weight at 300 K, and all states with $M_z=0$ carry 99.7%. The lowest polarised states lie about 0.26 eV higher and must be thermally excited.

At 1 V the mean charge is 0.05507 $e$, of which the fluid supplies $0.05507-0.03160=0.02347\,e$. Full polarisation would supply $8\times0.040/0.9066=0.353\,e$. The fluid is at 7% of saturation, so the large capacitance at 1 V lies well before the saturated limit. That limit must still exist: $m$ is bounded, and integrating (7) over all voltages gives

$$\int_{-\infty}^{\infty}(C-C_0)\,dV=m_{\max}-m_{\min}\approx2\times0.353\,e .$$

A finite area under a non-negative excess means that a large excess cannot persist over an unlimited range of voltage.

The size of the fluid term is sensitive to the model. With the same centres but eight diagonal directions per dipole, $C$ at zero voltage is 1.950 µF/cm². The fluid part becomes $1.9503-0.9767=0.9736$ µF/cm², about 38 times larger, and the share of $C_0$ falls to 50%. Equation (7) does not depend on the set of directions, but the low fluid contribution at zero voltage does. It should not be read as a property of water. The charge width matters as well: changing $w$ for all charges from 0.04 to 0.06 nm moves the fluid term from 0.015 to 0.039 µF/cm² at zero voltage and from 1.5 to 7.4 µF/cm² at 1 V, while $C_0$ moves from 0.934 to 1.007 µF/cm². The tabulated values also belong to this small cell: with the side doubled, Monte Carlo sampling gives a fluid term of about 3.4 instead of 4.1 µF/cm² at 1 V, and $C_0$ per area is unchanged.

## Beside a real copper interface

Capacitances of metal–electrolyte interfaces are typically some tens of µF/cm², as a rough figure. The example is not such an interface: it has no ions, and it puts both metal surfaces in series across one thin gap. Its density, $8/(0.5184\times0.90)\approx17$ molecules per nm³, is about half that of liquid water. The field at 1 V, 11 MV/cm, is very high for a uniform dielectric.

Several neglected effects move the numbers, each estimated here with the rest of the model held fixed:

- **Screening inside the metal.** One free electron per copper atom gives a Thomas–Fermi length of 0.055 nm. Adding two such lengths to the gap would lower $C_0$ from 0.977 to 0.871 µF/cm², or by 11%. This crude estimate covers only the penetration of the field into the metal. Electrons also spill out beyond the last atomic plane, which shortens the effective gap and raises $C_0$. At a real copper surface this can outweigh the penetration, so the estimate does not settle even the sign of the net shift.
- **Electronic polarisation of the fluid.** Filling the whole gap with a medium of rough refractive index 1.33, that of liquid water, multiplies the instantaneous term by $1.33^2$, which gives 1.73 µF/cm². At the density of this model, about half that of the liquid, the increase would be smaller.
- **Tunnelling.** Take a rough barrier of $\Phi=3$ eV and $\kappa=\sqrt{2m_e\Phi}/\hbar$, where $m_e$ is the electron mass. An electron with transverse wavevector $k$ has a transmission of about $e^{-2\kappa d-k^2d/\kappa}$. Summing over $k$ and two spins gives a low-bias conductance per area of

$$\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,e^{-2\kappa d-k^2d/\kappa}
=\frac{e^2}{h}\frac{\kappa}{2\pi d}e^{-2\kappa d}.$$

With $d=d_{\rm eff}$ this is about 620 S/cm². The charge would leak away in $C/(620\ \mathrm{S/cm^2})\approx1.6$ ns, so this gap would not act as a blocking capacitor over longer times. The estimate is good only to an order of magnitude. It omits the wave-matching prefactor, which for a rectangular barrier between free-electron copper electrodes raises the conductance about 3.8 times and shortens the time to 0.4 ns. It also depends exponentially on the barrier and the gap: a barrier 0.18 nm narrower than the plane spacing, since the metal electrons extend beyond the atomic planes, would give about 0.01 ns.

The last neglected effect concerns the meaning of the sampled variance. The free-electron plasmon energy of this copper model is 10.9 eV, or 421 $k_BT$. A harmonic charge mode of stiffness $g$ and frequency $\omega$ has the quantum variance

$$\langle y^2\rangle=\frac{\hbar\omega}{2g}\coth\frac{\hbar\omega}{2k_BT},$$

which becomes $k_BT/g$ when $\hbar\omega\ll k_BT$. At the plasmon energy it is about $421/2\approx210$ times the classical value. The static response to a constant force is $1/g$ in both cases. For such a mode, variance over $k_BT$ no longer measures the response, although the term $C_0$ in the slope survives. Equation (8) therefore does not predict the fast charge noise inside copper. The total charge $Q$ is a different case when it passes between the electrodes through an external circuit. If that circuit is slow, so that $\hbar\omega\ll k_BT$ at the frequencies that matter, the classical variance $k_BTC_0$ of the empty capacitor remains valid.

The remaining values are in the numerical output below.

## Calculated quantities

```
Brute-force model, reduced units: kT, V = 0.2 0.5
 slope d<Q>/dV, sampled / minimised: 0.680829 / 0.680829
 variance/kT, sampled / minimised:   0.680829 / 0.248874
 empty capacitance C0:               0.431956
 movable electrode, slopes sampled / minimised: 0.650434 / 0.654146
 probability of narrow spacing, same order: 0.5515 / 0.4878
 ratio of odds (determinant factor): 1.2911
Copper planes with eight water-like dipoles
 lattice constant (rough), plane gap: 0.36, 0.90 nm
 cell area: 0.5184 nm2; charge width w: 0.05 nm
 dipole charge, length: 0.50 e, 0.08 nm
 dipole moment: 0.040 e nm = 1.92 D
 temperature: 300 K; kT: 0.02585 eV
 configurations summed: 1679616
 C0: 0.03160 e/V per cell = 0.9767 uF/cm2
 C0 in Gaussian units: 0.04550 nm per cell
 effective gap area/(4 pi C0): 0.9066 nm
 flat-electrode formula, largest error / full polarisation: 9.4e-04
 V = 0.0 V: mean Q -0.00000 e, Var(Q*) 0.000021 e2
   Var(Q*)/kT 0.0253, slope C 1.0019 uF/cm2
   share of C lost if C0 is omitted: 97.48 %
 V = 0.5 V: mean Q 0.01695 e, Var(Q*) 0.000174 e2
   Var(Q*)/kT 0.2084, slope C 1.1851 uF/cm2
   share of C lost if C0 is omitted: 82.41 %
 V = 1.0 V: mean Q 0.05507 e, Var(Q*) 0.003467 e2
   Var(Q*)/kT 4.1452, slope C 5.1219 uF/cm2
   share of C lost if C0 is omitted: 19.07 %
 rms Q at 0 V, minimised: 0.00460 e
 rms Q at 0 V, sampled:   0.02895 e
 Var(Q*) / value for independent dipoles: 0.0041
Neglected effects, sized for this example
 C at 0 V with eight diagonal directions: 1.9503 uF/cm2
 C at 0 V and 330 K: 1.0324 uF/cm2
 Thomas-Fermi length of copper: 0.0552 nm
 C0 with two such lengths added to gap: 0.8707 uF/cm2
 C0 times squared rough index 1.33: 1.7277 uF/cm2
 field at 1 V: 11.03 MV/cm
 tunnel conductance, rough 3 eV barrier: 6.21e+02 S/cm2
 charge leakage time C/conductance at 0 V: 1.61e+00 ns
 free-electron plasmon energy: 10.87 eV = 421 kT
```
